# Quadratic scaling of saturation exposure in a deep narrow pore

Consider a straight cylindrical pore of diameter $d$, open at both ends, whose deepest point lies a distance $L$ from either mouth. Its wall binds a precursor by ligand exchange until it holds $S$ precursor molecules per unit area. With aspect ratio $a=L/d$, precursor pressure $P$, temperature $T$ and molecular mass $m$, the least exposure that saturates the whole wall is

$$
Pt_{\rm sat}=\frac32\,a^2\,S\sqrt{2\pi mk_{\rm B}T}\,
\left[1+O(a^{-1/3})\right],\qquad a\to\infty .
$$

The exposure therefore grows as the square of the aspect ratio. The error term is what the proof below guarantees; the actual approach may be faster.

The pore has total length $2L$. The result also holds for a blind pore of depth $L$ whose floor is a mirror without reactive sites, because reflection in the floor turns that pore into the through pore. A diffuse, reactive floor is a different case and is treated numerically further on.

Molecular flow means that molecules collide with the wall but not with each other. Unit sticking means here that every arrival binds until the local uptake reaches $S$. After that, every arrival is re-emitted diffusely, by the cosine law. Bound precursor does not desorb, and released ligands neither readsorb nor obstruct the flow. The gas outside is uniform and stays at constant pressure, so that it strikes unit area at the rate

$$
J=\frac{P}{\sqrt{2\pi mk_{\rm B}T}} .
$$

The first quantity needed is the distribution of axial distances covered in one flight between wall points. Let two points of the wall differ by $x$ along the axis and by $2\psi$ in azimuth. Their squared separation is $r^2=x^2+d^2\sin^2\psi$. The line joining them makes the same angle $\theta$ with the inward normal at each end. With $R=d/2$,

$$
\cos\theta=\frac{R(1-\cos2\psi)}{r}=\frac{d\sin^2\psi}{r}.
$$

The cosine law sends a fraction $\cos^2\theta\,dA/(\pi r^2)$ of the emission to the receiving area $dA=R\,d(2\psi)\,dx=d\,d\psi\,dx$, where the factor $d$ before $d\psi$ is the diameter. Integration over azimuth gives the flight density

$$
K(x)=\frac{d^3}{\pi}\int_0^\pi
\frac{\sin^4\psi}{(x^2+d^2\sin^2\psi)^2}\,d\psi .
$$

Its moments follow by integrating over $x$ first. Put $A=d\sin\psi$ and $x=A\tan\alpha$. Then

$$
\int_{-\infty}^{\infty}\frac{dx}{(x^2+A^2)^2}
=\frac1{A^3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi}{2A^3},
$$

$$
\int_{-\infty}^{\infty}\frac{x^2\,dx}{(x^2+A^2)^2}
=\frac1A\int_{-\pi/2}^{\pi/2}\sin^2\alpha\,d\alpha=\frac{\pi}{2A}.
$$

The first integral gives $\int K\,dx=\frac12\int_0^\pi\sin\psi\,d\psi=1$: in an infinite pore every flight ends on the wall. The second gives the variance of the axial step,

$$
\sigma^2=\int_{-\infty}^{\infty}x^2K(x)\,dx
=\frac{d^2}{2}\int_0^\pi\sin^3\psi\,d\psi=\frac{2d^2}{3}.
$$

Long flights are rare enough for this variance to be finite. Dropping the positive term $d^2\sin^2\psi$ from the denominator of $K$, and using $\int_0^\pi\sin^4\psi\,d\psi=3\pi/8$, gives

$$
K(x)\le\frac{3d^3}{8x^4}.
$$

Now measure $z$ from one mouth, so that the wall occupies $0<z<2L$. For a function $f$ on the wall define

$$
(\mathcal Kf)(z)=\int_0^{2L}K(z-z')f(z')\,dz'.
$$

A molecule emitted at $z$ escapes on its next flight with probability $k_0(z)=1-(\mathcal K1)(z)$. The same function describes the direct supply from outside. To see this, imagine the wall fully reflecting and in equilibrium with the gas. Incident and emitted fluxes are then both $J$ everywhere. The wall contributes $J\mathcal K1$ to the incident flux, so the mouths must contribute $J(1-\mathcal K1)=Jk_0$. This direct contribution does not depend on the state of the wall, and it remains $Jk_0$ during uptake.

If $I(z,t)$ is the incident flux and $E(z,t)$ the emitted flux, then

$$
I=Jk_0+\mathcal KE .
$$

Flight times have been neglected, a condition checked in the example. Integrate this balance from the start of the exposure to time $t$. Let $X(z,t)$ be the accumulated arrivals per unit area and $Y(z,t)$ the accumulated re-emission. The first $S$ arrivals bind and all later ones leave again, so

$$
X=Jt\,k_0+\mathcal KY,\qquad Y=\max(X-S,0).
$$

The moving boundary between filled and unfilled wall has disappeared from the problem. At each time $Y$ solves

$$
Y=\max(Jt\,k_0+\mathcal KY-S,\,0).
$$

This equation has one bounded solution. Taking the positive part cannot increase the difference between two numbers. Two trial functions whose largest difference is $\Delta$ are therefore mapped to functions differing by at most $\Delta\max(\mathcal K1)$. In a finite pore every wall point has a nonzero chance of direct escape, so $\max(\mathcal K1)<1$ and the map is a contraction.

Suppose that the wall is full everywhere. Then $Y=X-S$, and with $k_0=(1-\mathcal K)1$,

$$
(1-\mathcal K)Y=Jt(1-\mathcal K)1-S .
$$

Define $N$ by $(1-\mathcal K)N=1$. The solution is

$$
Y=Jt-SN(z).
$$

Accumulated re-emission cannot be negative, so a full wall requires $Jt\ge S\max N$. Conversely, if this inequality holds, the function $Jt-SN$ is nonnegative and satisfies the equation for $Y$. By uniqueness it is the actual solution, and $X=Y+S\ge S$ shows that every site is filled. Within the model, then,

$$
Jt_{\rm sat}=S\max_zN(z).
$$

The function $N$ has a direct meaning. Since

$$
N=\sum_{n=0}^{\infty}\mathcal K^n1
$$

and $(\mathcal K^n1)(z)$ is the probability that the first $n$ flights from $z$ all end on the wall, $N(z)$ is the mean number of flights made before escape, including the escaping one. It refers to a molecule in a fully reflecting pore, yet it fixes the exposure needed to fill a perfectly absorbing one.

It remains to find $\max N$ for a deep pore. On an infinite line, a quadratic function with second derivative $-2/\sigma^2$ loses one unit on average in each symmetric step of variance $\sigma^2$. Choose

$$
q(z)=\frac{z(2L-z)}{\sigma^2},
$$

which vanishes at both mouths. Expanding about $z$,

$$
q(z+x)=q(z)+\frac{2(L-z)x-x^2}{\sigma^2}.
$$

Averaged with weight $K(x)$, the linear term vanishes by symmetry and the last term gives $-1$. The operator $\mathcal K$ omits landing points outside the pore, hence

$$
(1-\mathcal K)q=1+\int_{\rm outside}K(z-z')q(z')\,dz'\le1,
$$

because $q<0$ outside. It follows that $(1-\mathcal K)(N-q)\ge0$. The inverse of $1-\mathcal K$ is the sum of powers written above, and all its terms preserve nonnegative functions. Therefore $N\ge q$, and at $z=L$

$$
\max N\ge\frac{L^2}{\sigma^2}=\frac32a^2 .
$$

For an upper bound, move the zeros of the quadratic a distance $h$ beyond the mouths:

$$
q_h(z)=\frac{(z+h)(2L+h-z)}{\sigma^2}.
$$

The same averaging gives $(1-\mathcal K)q_h=1+\int_{\rm outside}Kq_h\,dz'$. Near the mouths the outside contribution is positive and may be dropped. The negative part comes from flights landing more than $h$ outside. At a distance $y$ beyond the right-hand zero, $q_h=-y(2L+2h+y)/\sigma^2$, and a flight from inside the pore to that point is at least $h+y$ long. With the bound on $K$, the magnitude of the negative contribution from one end is at most

$$
\frac{3d^3}{8\sigma^2}\int_0^\infty
\frac{y(2L+2h+y)}{(h+y)^4}\,dy .
$$

The substitution $w=h+y$ gives the two integrals

$$
\int_0^\infty\frac{y\,dy}{(h+y)^4}=\frac1{2h^2}-\frac1{3h^2}=\frac1{6h^2},
$$

$$
\int_0^\infty\frac{y^2\,dy}{(h+y)^4}=\frac1h-\frac1h+\frac1{3h}=\frac1{3h}.
$$

One end thus contributes at most

$$
\frac{3d^3}{8\sigma^2}\left[\frac{L+h}{3h^2}+\frac1{3h}\right]
=\frac{d^3(L+2h)}{8\sigma^2h^2}.
$$

Doubling this for the two ends and inserting $\sigma^2=2d^2/3$,

$$
(1-\mathcal K)q_h\ge1-\eta,\qquad
\eta=\frac{3d(L+2h)}{8h^2}.
$$

If $\eta<1$, the function $q_h/(1-\eta)-N$ has a nonnegative image under $1-\mathcal K$ and is itself nonnegative. The largest value of $q_h$ is $(L+h)^2/\sigma^2$, so

$$
\frac32a^2\le\max N\le
\frac32\,\frac{(a+h/d)^2}{1-\eta}.
$$

The shift $h$ must be small compared with $L$, but large enough to make $\eta$ small. The choice $h/d=a^{2/3}$ achieves both:

$$
\frac hL=a^{-1/3},\qquad
\eta=\frac38\left(a^{-1/3}+2a^{-2/3}\right).
$$

The upper bound divided by $3a^2/2$ is then $(1+a^{-1/3})^2/(1-\eta)=1+O(a^{-1/3})$. Inserting $\max N$ into $Jt_{\rm sat}=S\max N$ and substituting for $J$ gives the stated law.

The square can also be read from the advance of the filled region, in a leading-order picture with a sharp front. Let the wall be full from one mouth to a depth $\ell\gg d$. In the filled section the emitted flux $E$ varies slowly. The net current through a cross-section at $z$ counts flights starting a distance $u$ to either side and longer than $u$:

$$
\begin{aligned}
Q&=\pi d\int_0^\infty du\,[E(z-u)-E(z+u)]\int_u^\infty K(x)\,dx\\
&\simeq-2\pi d\,E'(z)\int_0^\infty u\,du\int_u^\infty K(x)\,dx .
\end{aligned}
$$

Exchanging the order of integration turns the last double integral into $\frac12\int_0^\infty x^2K\,dx=\sigma^2/4$, so $Q=-\pi d\,(\sigma^2/2)E'$. A filled wall stores nothing more, so $Q$ is uniform and $E$ falls linearly from $J$ at the mouth to zero at the front. With $E'=-J/\ell$ and $\sigma^2/2=d^2/3$, equating supply and uptake gives

$$
\pi d\,\frac{d^2J}{3\ell}=\pi d\,S\frac{d\ell}{dt},
\qquad
\ell^2=\frac{2d^2Jt}{3S}.
$$

Setting $\ell=L$ recovers $Jt=\frac32a^2S$. One factor of $a$ comes from the amount of wall to be filled, the other from the supply, which falls as $1/\ell$. In this picture a quarter of the saturation exposure fills half the depth.

The picture also shows how much precursor is used. Through one mouth, $Jt_{\rm sat}\pi d^2/4=\frac38\pi d^2a^2S$ molecules enter, while its half of the wall binds $\pi dLS=\pi d^2aS$. The fraction retained is $8/(3a)$ at leading order. Most molecules that enter a deep pore return through a mouth, even though each would stick on its first contact with an unfilled site.

The opposite limit is a very short pore. Since $K$ is largest at $x=0$, where $K(0)=1/d$, one has $\mathcal K1\le2a$. For $a<1/2$ the series for $N$ then gives $1\le N\le1/(1-2a)$. As $a\to0$ the exposure reduces to $Jt_{\rm sat}=S$, the result for a flat surface. The square law does not extend to this limit.

The role of unit sticking becomes clear if an unfilled element instead binds each arrival with a constant probability $s$. Filling now requires $X\ge S/s$, and the accumulated re-emission is $Y=\max[(1-s)X,\,X-S]$. This function of $X$ also has slope at most one, so the contraction argument still applies. On a full wall $Y=Jt-SN$ as before, but the filling condition $Y+S\ge S/s$ gives

$$
Jt_{\rm sat}=S\left(\max N+\frac1s-1\right).
$$

For fixed $s$ the quadratic term still dominates in a sufficiently deep pore. If $1/s\gg\max N$, which in a deep pore means $1/s\gg\frac32a^2$, the exposure is close to $S/s$ and nearly independent of depth: the surface reaction, not transport, sets the time. If the sticking probability falls in proportion to the free sites, as $1-\vartheta$ with $\vartheta$ the filled fraction, then $S\,d\vartheta/dt=(1-\vartheta)I$ and $\vartheta=1-e^{-X/S}$. Complete saturation is then never reached at finite exposure, and a target coverage must be specified.

The numerical output shows how the law is approached. The ratios below compare the computed $\max N$ with $\frac32a^2$. The blind pore has depth $L$ and a diffuse floor with the same site density as the wall.

| $a$ | through pore | blind pore |
|---:|---:|---:|
| 10 | 1.258 | 1.289 |
| 20 | 1.138 | 1.152 |
| 40 | 1.074 | 1.081 |
| 80 | 1.040 | 1.043 |
| 160 | 1.022 | 1.023 |

All ratios lie above one. For the through pore the lower bound requires this: a molecule leaving the pore usually lands, in the infinite-line picture, beyond the mouth and not on it, which makes the walk longer than $q$ predicts. Between $a=80$ and $160$ the local power of $a$ is 1.974 for the through pore and 1.972 for the blind one. The data for the diffuse floor are consistent with the same leading coefficient, but the proof above does not cover that floor.

Two tests support different parts of the calculation. Three-dimensional ray tracing from the middle of a through pore with $a=10$ gives $189.9\pm1.1$ flights (one standard error), against 188.7 from the integral equation. For a blind pore with $a=10$, following the uptake cell by cell until the last site fills gives $Jt/S=191.406$, equal to $\max N$ on the same cells. Both numbers use the same transfer matrix, so this second test checks the link between filling and escape, not the matrix itself. The value for this pore after extrapolation in the wall cell size is 193.3; refining the cells near the corner between wall and floor raises it by about 0.05.

For a worked example take round model parameters: $d=100$ nm, $L=10$ µm, molar mass 100 g/mol, $T=500$ K, $P=10$ Pa and $S=3.0\times10^{18}\ {\rm m^{-2}}$. Then $a=100$, $m=1.6605\times10^{-25}$ kg and

$$
\sqrt{2\pi mk_{\rm B}T}=8.487\times10^{-23}\ {\rm kg\,m\,s^{-1}} .
$$

Multiplication by $S$ gives the flat-surface exposure, $2.546\times10^{-4}$ Pa s. The leading pore exposure is larger by $\frac32(100)^2=15000$:

$$
Pt_{\rm sat}\simeq15000\times2.546\times10^{-4}\ {\rm Pa\,s}
=3.82\ {\rm Pa\,s},
$$

or 0.0286 Torr s. At 10 Pa this takes 0.382 s.

The computed $\max N$ at this aspect ratio is about 15490 for the through pore, which gives 3.94 Pa s, about 3% above the leading value. The blind pore with a reactive floor needs 3.95 Pa s. The proved upper bound at $a=100$ is 1.67 times the leading value, so it is far from a useful estimate there; its purpose is to establish the limit. Doubling $L$ raises the through-pore exposure to 15.5 Pa s, a factor of 3.94. The factor is below four because the relative excess over the square law shrinks as the pore deepens.

The assumptions can be checked with the same parameters. For a collision diameter $\delta=0.8$ nm the mean free path, $k_{\rm B}T/(\sqrt2\,\pi\delta^2P)$, is 243 µm. This exceeds both the diameter and the depth by a wide margin, so collisions in the gas are rare compared with those on the wall: about one for every 2400 flights. This estimate counts the precursor alone. A carrier gas shortens the path: nitrogen, with a collision diameter of 0.37 nm, gives about 30 µm at 100 Pa and 3 µm at 1000 Pa, the latter shorter than the depth. At pressures high enough to bring the mean free path down to the pore diameter, the flight density $K$ no longer applies.

The neglect of flight times requires little stored gas. A cylinder has volume $d/4$ per unit wall area, so the ratio of gas molecules at the outside density to wall sites is

$$
\frac{Pd}{4k_{\rm B}TS}=1.2\times10^{-5}.
$$

This ratio also measures the delay. With mean speed $\bar v$, $N$ flights of typical length $d$ last about $Nd/\bar v$, while filling takes $SN/J$. Since $J=P\bar v/(4k_{\rm B}T)$, their quotient is the same expression. The gas therefore adjusts to the slowly changing wall almost at once, as the flux balance assumed.

## Computed results

```
flight density: norm = 1.00000, variance/d^2 = 0.66667
tail moments at h/d = 3: first/d = 0.006584, second/d^2 = 0.040926
their bounds: 0.006944, 0.041667
ray tracing, a = 10: N = 189.9 +- 1.1 (1 s.e.)
integral equation, a = 10: max N = 188.67
blind pore, a = 10, cell d/5: event filling J t/S = 191.405643
same cells: max N = 191.405643
a | through max N | ratio to 1.5 a^2 | blind max N | ratio
10 | 188.7 | 1.2578 | 193.3 | 1.2887
20 | 682.8 | 1.1380 | 691.1 | 1.1519
40 | 2578.4 | 1.0743 | 2594.0 | 1.0808
80 | 9984.5 | 1.0400 | 10014.6 | 1.0432
160 | 39226.8 | 1.0215 | 39285.9 | 1.0231
local powers, through: 1.8556 1.9169 1.9532 1.9741
local powers, blind: 1.8380 1.9082 1.9489 1.9719
proved upper bound/(1.5 a^2), a = 1e+02: 1.6704
proved upper bound/(1.5 a^2), a = 1e+04: 1.1162
proved upper bound/(1.5 a^2), a = 1e+06: 1.0240
pore diameter = 100 nm, depth L = 10 um
aspect ratio a = 100
molar mass = 100 g/mol, T = 500 K
pressure = 10 Pa, S = 3.0e+18 m^-2
molecular mass = 1.6605e-25 kg
sqrt(2 pi m k T) = 8.4867e-23 kg m/s
impingement flux J = 1.1783e+23 m^-2 s^-1
flat-surface exposure = 2.5460e-04 Pa s
leading pore exposure = 3.8190 Pa s
leading pore exposure = 0.02865 Torr s
leading saturation time = 0.3819 s
through pore: max N = 15492.1, exposure = 3.9443 Pa s
blind pore: max N = 15529.5, exposure = 3.9538 Pa s
through pore, doubled L: exposure = 15.5453 Pa s
exposure factor on doubling L = 3.9412
collision diameter = 0.8 nm
mean free path = 242.8 um
stored gas/wall sites = 1.207e-05
```
